# Why a band gap read along symmetry lines can be too large: test program

```python
"""
Result under test: a band gap read only on high-symmetry lines can exceed
the true gap. On a square lattice the conduction band
    Ec = E0 + A*(u + v - s0)**2 + B*(u*v - p0)**2
has its minima at general wavevectors. Here u = cos(kx*a), v = cos(ky*a),
s0 = u0 + v0, p0 = u0*v0, and (u0, v0) are the cosines at the valley.
The valence band is Ev = -W*(2 - u - v), with its top at Gamma.
Energies are in eV, lengths in angstrom; qx = kx*a and qy = ky*a are phases.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

E0, A, B, W = 5.6, 0.3, 0.9, 0.15
a = 5.1
fraction = np.array([2 / 15, 1 / 3])
q0 = 2 * np.pi * fraction
u0, v0 = np.cos(q0)
s0, p0 = u0 + v0, u0 * v0
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2
kB = const.k / const.e


def hoppings(s_c, p_c):
    """Real-space matrix elements of the conduction band."""
    t = {(0, 0): E0 + A * (1 + s_c**2) + B * (0.25 + p_c**2)}
    for sign in (1, -1):
        t[(sign, 0)] = t[(0, sign)] = -A * s_c
        t[(2 * sign, 0)] = t[(0, 2 * sign)] = A / 4 + B / 8
        for other in (1, -1):
            t[(sign, other)] = (A - B * p_c) / 2
            t[(2 * sign, 2 * other)] = B / 16
    return t


def band_from(t, qx, qy):
    return sum(val * np.cos(m * qx + n * qy) for (m, n), val in t.items())


t_cond = hoppings(s0, p0)


def conduction(qx, qy):
    return band_from(t_cond, qx, qy)


def valence(qx, qy):
    return -W * (2 - np.cos(qx) - np.cos(qy))


def direct_gap(qx, qy):
    return conduction(qx, qy) - valence(qx, qy)


# Hoppings against a Fourier transform of the defining squares.
g = 2 * np.pi * np.arange(8) / 8
U, V = np.meshgrid(np.cos(g), np.cos(g), indexing="ij")
squares = E0 + A * (U + V - s0)**2 + B * (U * V - p0)**2
t_fft = np.fft.fft2(squares) / 64
t_table = np.zeros((8, 8))
for (m, n), value in t_cond.items():
    t_table[m % 8, n % 8] += value
assert np.allclose(t_fft, t_table, atol=1e-12)

# Diagonalize a finite periodic lattice built in real space.
n_side = 30
H = np.zeros((n_side**2, n_side**2))
eye = np.eye(n_side)
for (m, n), value in t_cond.items():
    H += value * np.kron(np.roll(eye, m, axis=0), np.roll(eye, n, axis=0))
levels = np.linalg.eigvalsh(H)
assert np.allclose(levels[:8], E0, atol=1e-10)
assert levels[8] > E0 + 1e-4
valley_count = int(np.sum(levels < E0 + 1e-7))


def free_minimum(func):
    """Search the whole zone, then fold the point into one wedge."""
    grid = 2 * np.pi * np.arange(47) / 47
    X, Y = np.meshgrid(grid, grid, indexing="ij")
    j = np.argmin(func(X, Y))
    start = np.array([X.flat[j], Y.flat[j]])
    res = minimize(lambda q: func(q[0], q[1]), start, method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 2000})
    q = np.mod(res.x, 2 * np.pi)
    return res.fun, np.sort(np.minimum(q, 2 * np.pi - q))


true_edge, true_q = free_minimum(conduction)
assert abs(true_edge - E0) < 1e-10
assert np.allclose(true_q, q0, atol=1e-5)

# Brute scans of the three lines.
x = np.linspace(0, np.pi, 20001)
lines = {"Gamma-X": (x, 0 * x), "X-M": (0 * x + np.pi, x),
         "Gamma-M": (x, x)}


def line_formulas(s_c, p_c):
    """Height above the band constant and cosine at each line minimum."""
    ux = (A * (s_c - 1) + B * p_c) / (A + B)
    vm = (A * (s_c + 1) - B * p_c) / (A + B)
    assert abs(ux) < 1 and abs(vm) < 1
    roots = np.roots([B, 0, 2 * A - B * p_c, -A * s_c])
    ud = roots[np.argmin(abs(roots.imag))].real
    assert abs(ud) < 1
    pref = A * B / (A + B)
    return {"Gamma-X": (pref * (1 - s_c + p_c)**2, ux),
            "X-M": (pref * (1 + s_c + p_c)**2, vm),
            "Gamma-M": (A * (2 * ud - s_c)**2 + B * (ud**2 - p_c)**2, ud)}


formula = line_formulas(s0, p0)
scan = {name: conduction(*path).min() for name, path in lines.items()}
for name in lines:
    assert abs(scan[name] - E0 - formula[name][0]) < 1e-7
valence_top_lines = max(valence(*path).max() for path in lines.values())
line_gap = min(scan.values()) - valence_top_lines

# Dense whole-zone mesh for the true gap and thermal sums.
dense = 2 * np.pi * np.arange(1200) / 1200
QX, QY = np.meshgrid(dense, dense, indexing="ij")
Ec_mesh = conduction(QX, QY)
true_gap = true_edge - valence(QX, QY).max()
assert Ec_mesh.min() > E0 - 1e-10
assert abs(true_gap - E0) < 1e-10
excess = line_gap - true_gap
assert excess > 0.01

# Control: a valley placed on Gamma-X is found by the line scan.
t_control = hoppings(u0 + 1, u0)
control = min(band_from(t_control, *p).min() for p in lines.values()) - E0
assert abs(control) < 1e-7


def curvature(func, q, direction, h=1e-3):
    d = h * np.asarray(direction)
    return (func(*(q + d)) + func(*(q - d)) - 2 * func(*q)) / h**2


# Stationarity and negative transverse curvature at the line minima.
ux, vm, ud = (formula[name][1] for name in lines)
c_gx = (1 - u0) * (1 - v0)
c_xm = (1 + u0) * (1 + v0)
root2 = np.sqrt(2)
cases = {
    "Gamma-X": (np.array([np.arccos(ux), 0.0]), (0, 1),
                -2 * A * B * c_gx * (1 - ux) / (A + B)),
    "X-M": (np.array([np.pi, np.arccos(vm)]), (1, 0),
            -2 * A * B * c_xm * (1 + vm) / (A + B)),
    "Gamma-M": (np.array([np.arccos(ud)] * 2), (1 / root2, -1 / root2),
                -2 * B * (1 - ud**2) * (ud**2 - p0))}
transverse, along = {}, {}
for name, (q, normal, predicted) in cases.items():
    for step in np.eye(2) * 1e-3:
        slope = (conduction(*(q + step)) - conduction(*(q - step))) / 2e-3
        assert abs(slope) < 1e-5
    tangent = (normal[1], -normal[0])
    transverse[name] = curvature(conduction, q, normal)
    along[name] = curvature(conduction, q, tangent)
    assert abs(transverse[name] - predicted) < 1e-5
    assert transverse[name] < 0 < along[name]

# Direct gap: free search and line scan against the shifted-square result.
s_direct = s0 + W / (2 * A)
direct_formula = E0 + 2 * W - W * s0 - W**2 / (4 * A)
pair = np.sort(np.roots([1, -s_direct, p0]).real)[::-1]
assert np.all(abs(pair) < 1) and pair[0] > pair[1]
direct_true, direct_q = free_minimum(direct_gap)
assert abs(direct_true - direct_formula) < 1e-10
assert np.allclose(np.cos(direct_q), pair, atol=1e-5)
direct_line = min(direct_gap(*path).min() for path in lines.values())
direct_pred = min(item[0] for item in line_formulas(s_direct, p0).values())
assert abs(direct_line - direct_true - direct_pred) < 1e-7

# Valley masses by finite differences, density mass by closed form.
xx = curvature(conduction, q0, (1, 0))
yy = curvature(conduction, q0, (0, 1))
diagonal = curvature(conduction, q0, (1 / root2, 1 / root2))
xy = diagonal - (xx + yy) / 2
hessian = a**2 * np.array([[xx, xy], [xy, yy]])
light, heavy = np.sort(hbar2_over_m / np.linalg.eigvalsh(hessian))
mass_dos = hbar2_over_m / (2 * a**2 * np.sqrt(A * B)
                           * abs(np.prod(np.sin(q0)) * (u0 - v0)))
assert abs(np.sqrt(light * heavy) / mass_dos - 1) < 1e-4
hole_curv = -curvature(valence, np.zeros(2), (1, 0)) * a**2
mass_hole = hbar2_over_m / hole_curv


def densities(T):
    """Effective sheet density: full zone sum and parabolic valleys."""
    full = 2 / a**2 * np.mean(np.exp(-(Ec_mesh - E0) / (kB * T)))
    parabolic = valley_count * mass_dos * kB * T / (np.pi * hbar2_over_m)
    return full, parabolic


cold_full, cold_parabolic = densities(10.0)
assert abs(cold_full / cold_parabolic - 1) < 0.03
T = 300.0
warm_full, warm_parabolic = densities(T)

# Whole-zone mesh errors and their rigorous curvature bound.
weight = sum(abs(val) * (m*m + n*n) for (m, n), val in t_cond.items())
mesh_error, mesh_bound = {}, {}
for size in range(4, 61):
    grid = 2 * np.pi * np.arange(size) / size
    X, Y = np.meshgrid(grid, grid, indexing="ij")
    mesh_error[size] = conduction(X, Y).min() - E0
    mesh_bound[size] = (2 * np.pi / size)**2 * weight / 8
    assert -1e-10 < mesh_error[size] <= mesh_bound[size]

# Sizes of neglected effects; oxide parameters are rough.
field = 0.01  # V/angstrom, equal to 1 MV/cm
eps_inf, eps_static, phonon = 4.5, 25.0, 0.07
rydberg = const.value("Rydberg constant times hc in eV")
hartree = const.value("Hartree energy in eV")
field_energy = (hbar2_over_m * field**2 / (2 * light))**(1 / 3)
zener = (4 / 3 * np.sqrt(2 * light / hbar2_over_m)
         * true_gap**1.5 / field)
alpha = (1 / eps_inf - 1 / eps_static) * np.sqrt(rydberg*mass_dos/phonon)
reduced = mass_dos * mass_hole / (mass_dos + mass_hole)
exciton = rydberg * reduced / eps_inf**2

print(f"inputs E0, A, B, W: {E0}, {A}, {B}, {W} eV")
print(f"lattice constant: {a} angstrom")
print(f"valley fractions of 2pi/a: {fraction[0]:.4f}, {fraction[1]:.4f}")
print(f"valley cosines u0, v0: {u0:.4f}, {v0:.4f}")
print(f"s0, p0: {s0:.4f}, {p0:.4f}")
for R in ((0, 0), (1, 0), (1, 1), (2, 0), (2, 2)):
    print(f"matrix element t{R}: {t_cond[R]:.5f} eV")
print(f"equivalent valleys from diagonalization: {valley_count}")
print(f"conduction band width: {np.ptp(Ec_mesh):.3f} eV")
for name in lines:
    print(f"{name} minimum above true edge: {scan[name]-E0:.5f} eV")
    print(f"  cosine at this minimum: {formula[name][1]:.4f}")
    print(f"  curvature along line: {along[name]*a**2:.3f} eV angstrom^2")
    print(f"  curvature across: {transverse[name]*a**2:.3f} eV angstrom^2")
print(f"true gap: {true_gap:.5f} eV = {true_gap/hartree:.6f} hartree")
print(f"line gap: {line_gap:.5f} eV = {line_gap/hartree:.6f} hartree")
print(f"line-gap excess: {excess:.5f} eV")
print(f"control excess, valley on a line: {abs(control):.1e} eV")
print(f"true direct gap: {direct_true:.5f} eV")
print(f"line direct gap: {direct_line:.5f} eV")
print(f"direct-gap excess: {direct_line-direct_true:.5f} eV")
df = direct_q / (2 * np.pi)
print(f"direct-gap point, fractions of 2pi/a: {df[0]:.4f}, {df[1]:.4f}")
print(f"valley masses: {light:.4f}, {heavy:.4f} electron masses")
print(f"valley density mass: {mass_dos:.4f} electron masses")
print(f"hole mass at Gamma: {mass_hole:.4f} electron masses")
for size in (6, 10, 20, 40):
    print(f"{size}x{size} mesh error, bound: {mesh_error[size]:.5f}, "
          f"{mesh_bound[size]:.5f} eV")
print(f"thermal energy at {T:.0f} K: {kB*T:.5f} eV")
print(f"Boltzmann factor of the excess: {np.exp(excess/(kB*T)):.3f}")
print(f"intrinsic-density factor: {np.exp(excess/(2*kB*T)):.3f}")
print(f"effective density, full zone: {warm_full*1e16:.3e} cm^-2")
print(f"effective density, parabolic: {warm_parabolic*1e16:.3e} cm^-2")
print(f"full/parabolic at 10 K: {cold_full/cold_parabolic:.4f}")
print(f"full/parabolic at 300 K: {warm_full/warm_parabolic:.4f}")
print(f"field used for sizing: {field*100:.1f} MV/cm")
print(f"field drop over one cell: {field*a:.4f} eV")
print(f"field localization energy, light mass: {field_energy:.4f} eV")
print(f"Zener exponent, light-mass estimate: {zener:.0f}")
print(f"rough eps_inf, eps_static: {eps_inf}, {eps_static}")
print(f"rough optical phonon energy: {phonon} eV")
print(f"polaron coupling, shift size: {alpha:.2f}, {alpha*phonon:.3f} eV")
print(f"hydrogenic exciton binding size: {exciton:.3f} eV")
print("done: every assertion held")
```

Running it gives:

```
inputs E0, A, B, W: 5.6, 0.3, 0.9, 0.15 eV
lattice constant: 5.1 angstrom
valley fractions of 2pi/a: 0.1333, 0.3333
valley cosines u0, v0: 0.6691, -0.5000
s0, p0: 0.1691, -0.3346
matrix element t(0, 0): 6.23432 eV
matrix element t(1, 0): -0.05074 eV
matrix element t(1, 1): 0.30055 eV
matrix element t(2, 0): 0.18750 eV
matrix element t(2, 2): 0.05625 eV
equivalent valleys from diagonalization: 8
conduction band width: 3.014 eV
Gamma-X minimum above true edge: 0.05542 eV
  cosine at this minimum: -0.4586
  curvature along line: 49.293 eV angstrom^2
  curvature across: -8.473 eV angstrom^2
X-M minimum above true edge: 0.15671 eV
  cosine at this minimum: 0.5432
  curvature along line: 44.004 eV angstrom^2
  curvature across: -15.074 eV angstrom^2
Gamma-M minimum above true edge: 0.10362 eV
  cosine at this minimum: 0.0561
  curvature along line: 47.169 eV angstrom^2
  curvature across: -15.761 eV angstrom^2
true gap: 5.60000 eV = 0.205796 hartree
line gap: 5.65542 eV = 0.207833 hartree
line-gap excess: 0.05542 eV
control excess, valley on a line: 1.8e-09 eV
true direct gap: 5.85588 eV
line direct gap: 5.86953 eV
direct-gap excess: 0.01365 eV
direct-gap point, fractions of 2pi/a: 0.0957, 0.3165
valley masses: 0.2778, 0.5052 electron masses
valley density mass: 0.3747 electron masses
hole mass at Gamma: 1.9531 electron masses
6x6 mesh error, bound: 0.01502, 1.01539 eV
10x10 mesh error, bound: 0.03928, 0.36554 eV
20x20 mesh error, bound: 0.00869, 0.09139 eV
40x40 mesh error, bound: 0.00228, 0.02285 eV
thermal energy at 300 K: 0.02585 eV
Boltzmann factor of the excess: 8.532
intrinsic-density factor: 2.921
effective density, full zone: 3.679e+13 cm^-2
effective density, parabolic: 3.237e+13 cm^-2
full/parabolic at 10 K: 1.0033
full/parabolic at 300 K: 1.1365
field used for sizing: 1.0 MV/cm
field drop over one cell: 0.0510 eV
field localization energy, light mass: 0.1111 eV
Zener exponent, light-mass estimate: 477
rough eps_inf, eps_static: 4.5, 25.0
rough optical phonon energy: 0.07 eV
polaron coupling, shift size: 1.55, 0.109 eV
hydrogenic exciton binding size: 0.211 eV
done: every assertion held
```
